# Residual stress and plane-strain modulus from bulging a long rectangular membrane: verification in Python

```python
"""Bulge test of a long rectangular membrane.

Result under test:  p = (2 s0 t / a^2) h + (4 M t / (3 a^4)) h^3,
                    M = E / (1 - nu^2)
p  pressure, h  centre deflection, t  thickness, a  half-width,
s0 tensile residual stress across the width, E  Young's modulus,
nu Poisson ratio, M  plane-strain modulus.
Valid for h << a, s0 << M, large length/width, negligible bending stiffness.
SI units inside; the chain and the two-dimensional membrane are dimensionless.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants
from scipy.linalg import solve_banded
from scipy.optimize import brentq, root


def plane_stress_stiffness(young, nu):
    """Invert Hooke's compliance for (xx, yy, xy) with no stress along z."""
    compliance = np.array([[1, -nu, 0], [-nu, 1, 0], [0, 0, 2 * (1 + nu)]])
    return np.linalg.inv(compliance / young)


def arc_strain(tau):
    return (1 + tau**2) * np.arctan(tau) / tau - 1


def arc_pressure(h, a, t, s0, modulus):
    return 2 * h * t / (a**2 + h**2) * (s0 + modulus * arc_strain(h / a))


def law_pressure(h, a, t, s0, modulus):
    return 2 * s0 * t * h / a**2 + 4 * modulus * t * h**3 / (3 * a**4)


def deflection(law, p, a, t, s0, modulus):
    return brentq(lambda h: law(h, a, t, s0, modulus) - p,
                  1e-9 * a, 0.3 * a, xtol=1e-16, rtol=1e-13)


def fit_film(h, p, a, t):
    """Straight line through p/h against (h/a)^2; returns s0 and M."""
    slope, intercept = np.polyfit((h / a)**2, p / h, 1)
    return intercept * a**2 / (2 * t), 3 * slope * a**2 / (4 * t)


# ---- chain of elastic segments under follower pressure (a = t = M = 1) ----
def chain_equilibrium(p, s0, points):
    n = len(points) - 1
    rest = 2.0 / n

    def assemble(z):
        full = np.array([[-1.0, 0.0]] + [[0.0, 0.0]] * (n - 1) + [[1.0, 0.0]])
        full[1:-1] = z.reshape(-1, 2)
        return full

    def net_force(z):
        r = assemble(z)
        seg = np.diff(r, axis=0)
        length = np.hypot(seg[:, 0], seg[:, 1])
        pull = ((s0 + length / rest - 1) / length)[:, None] * seg
        across = r[2:] - r[:-2]
        push = 0.5 * p * np.column_stack([-across[:, 1], across[:, 0]])
        return (pull[1:] - pull[:-1] + push).ravel()

    sol = root(net_force, points[1:-1].ravel(), tol=1e-13)
    assert np.max(np.abs(net_force(sol.x))) < 1e-9
    r = assemble(sol.x)
    length = np.hypot(*np.diff(r, axis=0).T)
    return r, s0 + length / rest - 1


# ---- two-dimensional membrane with in-plane motion, Ritz method ----
def ritz_deflections(loads, aspect, nu, s_x, s_y, nx=4, ny=10):
    """Centre deflection h/a; loads are p a/(E t), stresses are in units of E."""
    gx, wx = leggauss(16)
    gy, wy = leggauss(40)
    gx, wx, gy, wy = (gx + 1) / 2, wx / 2, (gy + 1) / 2, wy / 2
    weight = np.outer(wx, wy).ravel() * aspect

    def family(count, parity):
        return [Legendre.basis(2 * i + parity + 2)
                - Legendre.basis(2 * i + parity) for i in range(count)]

    def field(parity_x, parity_y):
        fx, fy = family(nx, parity_x), family(ny, parity_y)
        vx = np.array([f(gx) for f in fx])
        vy = np.array([f(gy) for f in fy])
        dx = np.array([f.deriv()(gx) for f in fx])
        dy = np.array([f.deriv()(gy) for f in fy]) / aspect

        def product(left, right):
            return np.einsum('ia,jb->abij', left, right).reshape(
                len(weight), -1)
        return product(vx, vy), product(dx, vy), product(vx, dy)

    W, Wx, Wy = field(0, 0)
    _, Ux, Uy = field(1, 0)
    _, Vx, Vy = field(0, 1)
    centre = np.outer([f(0.0) for f in family(nx, 0)],
                      [f(0.0) for f in family(ny, 0)]).ravel()
    n, nq = W.shape[1], len(weight)
    stiff = plane_stress_stiffness(1.0, nu)
    prestress = np.array([s_x, s_y, 0.0])[:, None]
    q = np.zeros(3 * n)
    result = []
    for load in loads:
        for _ in range(80):
            cw, cu, cv = q[:n], q[n:2 * n], q[2 * n:]
            sx, sy = Wx @ cw, Wy @ cw
            strain = np.array([Ux @ cu + sx**2 / 2, Vy @ cv + sy**2 / 2,
                               Uy @ cu + Vx @ cv + sx * sy])
            stress = prestress + stiff @ strain
            J = np.zeros((3, nq, 3 * n))
            J[0, :, :n] = sx[:, None] * Wx
            J[0, :, n:2 * n] = Ux
            J[1, :, :n] = sy[:, None] * Wy
            J[1, :, 2 * n:] = Vy
            J[2, :, :n] = sx[:, None] * Wy + sy[:, None] * Wx
            J[2, :, n:2 * n] = Uy
            J[2, :, 2 * n:] = Vx
            flat = J.reshape(3 * nq, -1)
            grad = flat.T @ (stress * weight).ravel()
            grad[:n] -= load * (W.T @ weight)
            CJ = np.tensordot(stiff, J, 1) * weight[None, :, None]
            H = flat.T @ CJ.reshape(3 * nq, -1)
            ws = (stress * weight)[:, :, None]
            cross = Wx.T @ (ws[2] * Wy)
            H[:n, :n] += (Wx.T @ (ws[0] * Wx) + Wy.T @ (ws[1] * Wy)
                          + cross + cross.T)
            step = np.linalg.solve(H, -grad)
            q += step
            if np.max(np.abs(step)) < 1e-11:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
        result.append(centre @ q[:n])
    return np.array(result)


# ---- clamped strip with bending stiffness, finite differences ----
def bending_strip(p, tension, rigidity, a, n=20000):
    """Solve D s'' - N s = p x for the slope s, with s(0) = s(a) = 0."""
    dx = a / n
    x = np.linspace(0, a, n + 1)
    off = rigidity / dx**2
    bands = np.empty((3, n - 1))
    bands[0], bands[1], bands[2] = off, -2 * off - tension, off
    s = np.zeros(n + 1)
    s[1:-1] = solve_banded((1, 1), bands, p * x[1:-1])
    h = -np.sum(s[1:] + s[:-1]) * dx / 2
    strain = np.sum(s[1:]**2 + s[:-1]**2) * dx / (4 * a)
    edge_curvature = (3 * s[-1] - 4 * s[-2] + s[-3]) / (2 * dx)
    return h, strain, edge_curvature


# ================= example parameters (rough typical values) =================
E, nu, s0 = 170e9, 0.24, 400e6
t, a, half_length = 100e-9, 0.5e-3, 3.0e-3
aspect = half_length / a
pressures = np.linspace(1e3, 6e3, 11)
p_max = pressures[-1]
M = E / (1 - nu**2)

# Hooke's law with the longitudinal strain held fixed
C = plane_stress_stiffness(E, nu)
assert np.isclose(C[0, 0], M, rtol=1e-12)
assert np.isclose(C[1, 0], nu * M, rtol=1e-12)

# Chain: uniform tension, circular shape, large-rotation law, Taylor term
chain_s0, n_seg = 0.1, 40
r = np.column_stack([np.linspace(-1, 1, n_seg + 1), np.zeros(n_seg + 1)])
chain_rows = []
for load in (0.01, 0.04, 0.08, 0.14):
    r, tension = chain_equilibrium(load, chain_s0, r)
    h_c = r[n_seg // 2, 1]
    radius = (1 + h_c**2) / (2 * h_c)
    dist = np.hypot(r[:, 0], r[:, 1] - (h_c - radius))
    assert np.ptp(tension) < 1e-6
    assert np.max(np.abs(dist / radius - 1)) < 1e-5
    assert abs(tension.mean() / (load * radius) - 1) < 1e-3
    # polygon error is of order 1/n_seg^2, about 6e-4
    assert abs(arc_pressure(h_c, 1, 1, chain_s0, 1) / load - 1) < 2e-3
    chain_rows.append((load, h_c))
load, h_c = chain_rows[0]
cubic_chain = (load / h_c - 2 * chain_s0) / h_c**2
cubic_taylor = 4 / 3 - 2 * chain_s0
assert abs(cubic_chain / cubic_taylor - 1) < 0.01

# Two-dimensional membrane, small load, against the series for a rectangle
odd = np.arange(1, 40, 2)
signs = (-1.0)**np.arange(len(odd))


def linear_shortfall(ratio):
    return 32 / np.pi**3 * np.sum(signs / odd**3
                                  / np.cosh(odd * np.pi * ratio / 2))


tiny = 1e-7
h_lin = ritz_deflections([tiny], 2.0, nu, s0 / E, s0 / E)[0]
assert abs(h_lin / (tiny * E / (2 * s0)) - 1 + linear_shortfall(2.0)) < 5e-4

# Two-dimensional membrane at full load: role of length and of longitudinal stress
scale = a / (E * t)
ramp = np.array([2e3, 4e3, 6e3]) * scale
h_law = np.array([deflection(law_pressure, p, a, t, s0, M) for p in pressures])
h_arc = np.array([deflection(arc_pressure, p, a, t, s0, M) for p in pressures])
length_error = {}
for ratio in (1, 2, 4, 6):
    h2 = ritz_deflections(ramp, ratio, nu, s0 / E, s0 / E)[-1] * a
    length_error[ratio] = h2 / h_law[-1] - 1
assert abs(length_error[6]) < 2e-3 and abs(length_error[1]) > 0.05
stress_y_effect = {}
for ratio in (1, 6):
    full = ritz_deflections(ramp, ratio, nu, s0 / E, s0 / E)[-1]
    half = ritz_deflections(ramp, ratio, nu, s0 / E, s0 / E / 2)[-1]
    stress_y_effect[ratio] = half / full - 1
assert abs(stress_y_effect[6]) < 2e-3 and abs(stress_y_effect[1]) > 0.03

h_ritz = ritz_deflections(pressures * scale, aspect, nu, s0 / E, s0 / E) * a
h_fine = ritz_deflections(ramp, aspect, nu, s0 / E, s0 / E, 5, 13)[-1] * a
basis_shift = h_fine / h_ritz[-1] - 1
assert abs(basis_shift) < 5e-4

# The plane-strain modulus must emerge from E and nu alone
nu_test = 0.40
h_test = ritz_deflections(pressures * scale, aspect, nu_test,
                          s0 / E, s0 / E) * a
s_test, M_test = fit_film(h_test, pressures, a, t)
assert abs(M_test * (1 - nu_test**2) / E - 1) < 0.01
assert abs(s_test / s0 - 1) < 0.005

# Bending: closed forms against finite differences
D = M * t**3 / 12
k = np.sqrt(s0 * t / D)
ka = k * a
h_fd, _, curv_fd = bending_strip(1e3, s0 * t, D, a)
short_fd = 1 - h_fd / (1e3 * a**2 / (2 * s0 * t))
assert abs(short_fd / (2 * np.tanh(ka / 2) / ka) - 1) < 0.01
curv_formula = 1e3 / (s0 * t) * (ka / np.tanh(ka) - 1)
assert abs(curv_fd / curv_formula - 1) < 0.005

h_bend = []
for p in pressures:
    N = brentq(lambda x: x - t * (s0 + M * bending_strip(p, x, D, a)[1]),
               s0 * t, 5 * s0 * t, rtol=1e-11)
    h_b, strain_b, curv_b = bending_strip(p, N, D, a)
    h_bend.append(h_b)
h_bend = np.array(h_bend)
edge_bending = M * t / 2 * abs(curv_b)
edge_total = N / t + edge_bending

# ================= recovery of the film constants =================
s_fit, M_fit = fit_film(h_arc, pressures, a, t)
assert abs(s_fit / s0 - 1) < 0.005 and abs(M_fit / M - 1) < 0.01
offset = 20e-9
cases = {
    "large rotation": (s_fit, M_fit),
    "finite length": fit_film(h_ritz, pressures, a, t),
    "bending": fit_film(h_bend, pressures, a, t),
    "+20 nm offset": fit_film(h_law + offset, pressures, a, t),
    "width +1%": fit_film(h_law, pressures, 1.01 * a, t),
    "thickness +1%": fit_film(h_law, pressures, a, 1.01 * t),
}
assert abs((cases["bending"][0] / s0 - 1) / (2 / ka) - 1) < 0.1

delta_alpha, delta_T = 2e-6, 5.0
drift = (C @ np.array([delta_alpha * delta_T] * 2 + [0.0]))[0]
assert np.isclose(drift, E / (1 - nu) * delta_alpha * delta_T)

# ================= output =================
print(f"thickness t = {t*1e9:.0f} nm, half-width a = {a*1e3:.2f} mm")
print(f"half-length b = {half_length*1e3:.1f} mm, b/a = {aspect:.0f}")
print(f"input E = {E/1e9:.0f} GPa, nu = {nu:.2f}, s0 = {s0/1e6:.0f} MPa")
print(f"input plane-strain modulus M = {M/1e9:.2f} GPa")
print(f"linear coefficient = {2*s0*t/a**2*1e-6:.1f} Pa/um")
print(f"cubic coefficient = {4*M*t/(3*a**4)*1e-18:.4f} Pa/um^3")
print("p (kPa), h large-rotation (um), h linear-plus-cubic (um):")
for i in (0, 2, 4, 6, 8, 10):
    print(f"  {pressures[i]/1e3:.1f}  {h_arc[i]*1e6:.4f}  {h_law[i]*1e6:.4f}")
print(f"highest pressure = {p_max/constants.torr:.1f} Torr")
cubic_share = 4 * M * t * h_law[-1]**3 / (3 * a**4) / p_max
strain_max = arc_strain(h_arc[-1] / a)
print(f"cubic share of highest pressure = {100*cubic_share:.1f} %")
print(f"added strain at highest pressure = {100*strain_max:.4f} %")
print(f"membrane stress there = {(s0+M*strain_max)/1e6:.1f} MPa")
fit_A, fit_B = 2 * s_fit * t / a**2, 4 * M_fit * t / (3 * a**4)
print(f"fit intercept = {fit_A*1e-6:.2f} Pa/um")
print(f"fit slope = {fit_B*1e-18:.4f} Pa/um^3")
print(f"fitted s0 = {s_fit/1e6:.2f} MPa, fitted M = {M_fit/1e9:.2f} GPa")
print(f"M - 1.5 s0 (strict Taylor slope) = {(M-1.5*s0)/1e9:.2f} GPa")
for value in (nu - 0.05, nu, nu + 0.05):
    print(f"E from fitted M with nu = {value:.2f}: "
          f"{M_fit*(1-value**2)/1e9:.1f} GPa")
print("error of fitted s0 (%), of fitted M (%), one effect at a time:")
for name, (s_case, M_case) in cases.items():
    print(f"  {name}: {100*(s_case/s0-1):+.3f}, {100*(M_case/M-1):+.3f}")
print("deflection error of long-membrane limit at highest pressure:")
for ratio, err in length_error.items():
    print(f"  b/a = {ratio}: finite minus long = {100*err:+.3f} %")
print(f"small-load shortfall at b/a = 6: {100*linear_shortfall(6):.4f} %")
print("deflection change when longitudinal residual stress is halved:")
print(f"  b/a = 1: {100*stress_y_effect[1]:+.2f} %, "
      f"b/a = 6: {100*stress_y_effect[6]:+.3f} %")
print(f"basis shift of 2D deflection (40 to 65 functions per field) = "
      f"{100*basis_shift:+.5f} %")
print(f"2D test, nu = {nu_test:.2f}: fitted M = {M_test/1e9:.2f} GPa, "
      f"E/(1-nu^2) = {E/(1-nu_test**2)/1e9:.2f} GPa")
print(f"chain test, s0/M = {chain_s0}: cubic term {cubic_chain:.4f}, "
      f"Taylor {cubic_taylor:.4f}")
print(f"bending layer length 1/k = {1e6/k:.3f} um, ka = {ka:.0f}")
print(f"bending estimate 2/(ka) = {200/ka:.3f} %")
print(f"clamp bending stress at highest pressure = {edge_bending/1e9:.2f} GPa")
print(f"total clamp surface stress = {edge_total/1e9:.2f} GPa")
print(f"thermal drift, {delta_T:.0f} K, mismatch {delta_alpha*1e6:.0f} ppm/K: "
      f"{drift/1e6:.2f} MPa = {100*drift/s0:.2f} % of s0")
print("success")
```

It prints:

```
thickness t = 100 nm, half-width a = 0.50 mm
half-length b = 3.0 mm, b/a = 6
input E = 170 GPa, nu = 0.24, s0 = 400 MPa
input plane-strain modulus M = 180.39 GPa
linear coefficient = 320.0 Pa/um
cubic coefficient = 0.3848 Pa/um^3
p (kPa), h large-rotation (um), h linear-plus-cubic (um):
  1.0  3.0897  3.0895
  2.0  5.9922  5.9914
  3.0  8.6102  8.6080
  4.0  10.9341  10.9298
  5.0  12.9961  12.9894
  6.0  14.8383  14.8287
highest pressure = 45.0 Torr
cubic share of highest pressure = 20.9 %
added strain at highest pressure = 0.0587 %
membrane stress there = 505.9 MPa
fit intercept = 320.01 Pa/um
fit slope = 0.3831 Pa/um^3
fitted s0 = 400.02 MPa, fitted M = 179.60 GPa
M - 1.5 s0 (strict Taylor slope) = 179.79 GPa
E from fitted M with nu = 0.19: 173.1 GPa
E from fitted M with nu = 0.24: 169.3 GPa
E from fitted M with nu = 0.29: 164.5 GPa
error of fitted s0 (%), of fitted M (%), one effect at a time:
  large rotation: +0.004, -0.439
  finite length: +0.013, -0.025
  bending: +0.246, +0.061
  +20 nm offset: -0.477, +1.160
  width +1%: +2.010, +4.060
  thickness +1%: -0.990, -0.990
deflection error of long-membrane limit at highest pressure:
  b/a = 1: finite minus long = -33.378 %
  b/a = 2: finite minus long = -4.739 %
  b/a = 4: finite minus long = -0.104 %
  b/a = 6: finite minus long = -0.005 %
small-load shortfall at b/a = 6: 0.0167 %
deflection change when longitudinal residual stress is halved:
  b/a = 1: +20.28 %, b/a = 6: -0.001 %
basis shift of 2D deflection (40 to 65 functions per field) = +0.00008 %
2D test, nu = 0.40: fitted M = 202.36 GPa, E/(1-nu^2) = 202.38 GPa
chain test, s0/M = 0.1: cubic term 1.1294, Taylor 1.1333
bending layer length 1/k = 0.613 um, ka = 816
bending estimate 2/(ka) = 0.245 %
clamp bending stress at highest pressure = 0.98 GPa
total clamp surface stress = 1.49 GPa
thermal drift, 5 K, mismatch 2 ppm/K: 2.24 MPa = 0.56 % of s0
success
```
